\section*{Binary phase boundaries from semigrand Monte Carlo and branch free-energy integration}

\section{The problem}

A gold layer on nickel in a chip contact is annealed, and the metals begin to mix. Whether the end state is one solid solution or two depends on temperature and composition. Below the critical temperature, a simulation that drives the composition with a chemical potential can show a sudden jump from gold-rich to nickel-rich, but the reverse jump comes at a different value. Neither jump is the phase boundary. The boundary lies where the two phases have equal free energy, and the scheme below finds it from data taken on both sides of the loop.

\section{Model and sampling}

Atoms A and B occupy $N$ sites of a periodic fcc lattice. Let $x=N_B/N$ and $\mu=\mu_B-\mu_A$. The semigrand ensemble fixes $N,T,\mu$ and lets $x$ vary:
\begin{equation}
\Xi=\sum_{\rm states}e^{-\beta(E-\mu N_B)},\qquad
\phi=-\frac{kT}{N}\ln\Xi,\qquad \beta=\frac1{kT}.
\end{equation}
The energy is a sum over nearest-neighbour tetrahedra with $n$ B corners,
\begin{equation}
e(n)=n(4-n)\,[w+t(n-2)],\qquad w>0,\ |t|<w .
\end{equation}
Thus $e(0)=e(4)=0$, $e(1)=3(w-t)$, $e(2)=4w$ and $e(3)=3(w+t)$. The term $t$ makes B in A cheaper than A in B when $t>0$.

Each site belongs to 8 tetrahedra, so $N_B=\sum n/8$ and
\begin{equation}
E-\mu N_B=\sum_{\rm tet}\left[e(n)-\mu n/8\right].
\end{equation}
For $n=1,2,3$ we have $e(n)>0$, so the bracket lies above the straight line joining its values at $n=0$ and $n=4$. Every term is therefore lowest in a pure crystal: A for $\mu<0$, B for $\mu>0$. No ordered compound intervenes at zero temperature.

Consider one site with its surroundings fixed, and let $m$ count the B atoms on the other three corners of a tetrahedron. Replacing A by B costs
\begin{equation}
\Delta E=\sum_{8}[e(m+1)-e(m)].
\end{equation}
Expanding, $e(n)=4(w-2t)n+(6t-w)n^2-tn^3$. Its differences are
\begin{align}
e(m+1)-e(m)&=4(w-2t)+(6t-w)(2m+1)\nonumber\\
&\quad-t(3m^2+3m+1)\nonumber\\
&=3(w-t)+(9t-2w)m-3tm^2,\\
\Delta E&=24(w-t)+(9t-2w)\sum_8 m-3t\sum_8 m^2 .
\end{align}
Two small integer sums per site suffice. The conditional weights of B and A have the ratio $e^{-\beta(\Delta E-\mu)}$, so the heat-bath rule is
\begin{equation}
p_B=\frac1{1+e^{\beta(\Delta E-\mu)}} .
\end{equation}
The fcc lattice splits into four simple cubic sublattices, and each tetrahedron has one corner on each. Sites of one sublattice do not interact and can be updated together. Each such update preserves the ensemble, hence so does the sequence of four.

\section{What is integrated}

Differentiating $\beta\phi=-\ln\Xi/N$ brings down averages. With $u=\langle E\rangle/N$ and $x$ now the mean composition,
\begin{equation}
d(\beta\phi)=(u-\mu x)\,d\beta-\beta x\,d\mu .
\label{diff}
\end{equation}
At fixed temperature $d\phi=-x\,d\mu$. A second derivative gives
\begin{equation}
\frac{\partial x}{\partial\mu}=\frac{\beta}{N}\left(\langle N_B^2\rangle-\langle N_B\rangle^2\right)\ge0 .
\end{equation}
In a finite cell the equilibrium $x(\mu)$ is thus single-valued and rising. Two values of $x$ at one $\mu$ mean that at least one run has not reached equilibrium.

\subsection{Reference potentials}

At very negative $\mu$ there are few B atoms. An isolated one has weight
\begin{equation}
y=e^{-\beta[8e(1)-\mu]} .
\end{equation}
Two neighbouring B atoms share two tetrahedra. These have $n=2$, and the remaining 12 tetrahedra touching the pair have $n=1$. Relative to two isolated atoms the pair energy is
\begin{equation}
\varepsilon=2e(2)+12e(1)-16e(1)=2e(2)-4e(1).
\end{equation}
More distant pairs share no tetrahedron and do not interact. There are $6N$ neighbour pairs among $N(N-1)/2$, so
\begin{equation}
\Xi=1+Ny+y^2\left[\tfrac{N(N-1)}2+6N(e^{-\beta\varepsilon}-1)\right]+\dots
\end{equation}
In the logarithm, $-\tfrac12(Ny)^2$ cancels the $N^2$ term:
\begin{equation}
\phi_A=-kT(y+b_2y^2),\quad b_2=6(e^{-\beta\varepsilon}-1)-\tfrac12 .
\end{equation}
Since $\partial y/\partial\mu=\beta y$, the same series gives $x=y+2b_2y^2$, which can be compared with the sampled value.

At the B-rich end the impurities are A atoms. There $y'=e^{-\beta[8e(3)+\mu]}$, $\varepsilon'=2e(2)-4e(3)$, and the pure crystal contributes $-\mu$ per site:
\begin{equation}
\phi_B=-\mu-kT(y'+b_2'y'^2).
\end{equation}

\subsection{The crossing}

Let the grid run from $\mu_0$ to $\mu_1$. Each branch is integrated from its own end:
\begin{align}
\phi_A(\mu)&=\phi_A(\mu_0)-\int_{\mu_0}^{\mu}x_A\,d\mu',\\
\phi_B(\mu)&=\phi_B(\mu_1)+\int_{\mu}^{\mu_1}x_B\,d\mu' .
\end{align}
The difference $D=\phi_A-\phi_B$ has slope $x_B-x_A>0$ where both branches exist. It therefore has at most one zero there, the coexistence value $\mu^*$. An error $\delta D$ shifts it by
\begin{equation}
\delta\mu^*=-\frac{\delta D}{x_B-x_A},
\end{equation}
so the method loses precision near a critical point, where the denominator vanishes.

Two limits indicate the sign of $\mu^*$. For $t=0$, exchanging A and B with $\mu\to-\mu$ leaves the model unchanged, so $\mu^*=0$. For $t\neq0$ at low temperature, equating the leading terms with $y,y'$ taken at $\mu=0$ gives
\begin{equation}
\mu^*\simeq kT\left[e^{-24(w-t)/kT}-e^{-24(w+t)/kT}\right].
\label{low}
\end{equation}
For $t>0$ the A-rich phase dissolves more impurity, which lowers its potential further, so a positive $\mu$ is needed to bring the B-rich phase level with it.

\section{Detecting hysteresis}

Run every $\mu$ twice, from pure A (``up'') and from pure B (``down''). A loop is flagged where the mean compositions differ by more than a threshold well above the noise; 0.1 is used here.

A second detector needs no threshold in $x$. Integrate each start over the full range, jump included, and compare with the opposite reference:
\begin{align}
C_{\rm up}&=\phi_A(\mu_0)-\int_{\mu_0}^{\mu_1}x_{\rm up}\,d\mu-\phi_B(\mu_1),\\
C_{\rm down}&=\phi_B(\mu_1)+\int_{\mu_0}^{\mu_1}x_{\rm down}\,d\mu-\phi_A(\mu_0).
\end{align}
In equilibrium both vanish, because $\phi_A(\mu_0)-\phi_B(\mu_1)=\int x_{\rm eq}\,d\mu$. If the up run stays on the A branch until $\mu_u>\mu^*$, then, for a large cell,
\begin{equation}
C_{\rm up}=\int_{\mu^*}^{\mu_u}(x_B-x_A)\,d\mu>0 ,
\label{defect}
\end{equation}
and similarly for the down run. The sum of the defects is the loop area. Either defect, divided by $x_B-x_A$, estimates how far that run overshot.

The overshoot is kinetic. In a capillary estimate, a spherical droplet of the stable phase with interface energy $\sigma$ and driving free energy $g$ per volume costs $4\pi r^2\sigma-\tfrac43\pi r^3g$. Setting the derivative to zero gives $r=2\sigma/g$ and the barrier
\begin{equation}
\Delta F=\frac{16\pi\sigma^3}{3g^2},\qquad
g\simeq\frac{(x_B-x_A)\,|\mu-\mu^*|}{\Omega},
\end{equation}
with $\Omega$ the atomic volume. A longer run can cross higher barriers, so it tends to jump closer to $\mu^*$. Loop limits therefore belong to a run length, not to the phase diagram.

\section{Algorithm}

\begin{verbatim}
for each T:
  for each mu on grid, start in {A, B}:
    equilibrate; record x(time)
  flag loop where |x_up - x_down| > 0.1
  compute closure defects C_up, C_down
  if no loop and both defects ~ 0:
    report "no transition resolved"; next T
  A branch: from mu0 upward, stop before the
            first mu where any record has x >= 0.5
  B branch: from mu1 downward, stop before the
            first mu where any record has x <= 0.5
  if branches do not overlap: refine grid or
            enlarge cell; repeat
  spline each branch; integrate from its reference
  solve phi_A(mu*) = phi_B(mu*) in the overlap
  repeat with time blocks -> error of mu*
  fresh runs at mu*, larger cell, both starts
            -> x_A, x_B, u_A, u_B
check d(beta mu*)/d(beta) = (u_B-u_A)/(x_B-x_A)
\end{verbatim}

The cut at 0.5 suits a miscibility gap that contains this composition; otherwise it must be moved. Inspecting every record, not just the mean, rejects a run that switches during averaging.

The last line follows from (\ref{diff}). Along the boundary both phases keep equal $\phi$, so their differentials agree. With $\Delta$ denoting B-rich minus A-rich,
\begin{align}
(\Delta u-\mu^*\Delta x)\,d\beta&=\beta\,\Delta x\,d\mu^*,\nonumber\\
\frac{\Delta u}{\Delta x}&=\mu^*+\beta\frac{d\mu^*}{d\beta}=\frac{d(\beta\mu^*)}{d\beta}.
\label{slope}
\end{align}
The crossing uses no sampled energies, so this relation brings in new data. It can also carry a known point to other temperatures, but errors then accumulate along the path.

\section{Worked example}

Take $w=10$ and $t=2$ meV, so that $e(0),\dots,e(4)=0,24,40,36,0$ meV. The scan uses 864 sites, 1000 sweeps with 200 discarded, and 33 values of $\mu$ from $-300$ to $300$ meV, spaced by 5 meV near zero and more widely outside. Fresh runs at $\mu^*$ use 2048 sites.

At 900 K, $kT=77.56$ meV. At $\mu_0=-300$ meV,
\begin{equation}
y=e^{-(192+300)/77.56}=0.00176,
\end{equation}
and the sampled composition is 0.00177. The references are $\phi_A(\mu_0)=-0.137$ and $\phi_B(\mu_1)=-300.040$ meV. Cubic-spline integration to the crossing gives
\begin{align}
\phi_A(\mu^*)&=-0.137-7.817=-7.95\ {\rm meV},\\
\phi_B(\mu^*)&=-300.040+292.086=-7.95\ {\rm meV},
\end{align}
at $\mu^*=5.75\pm0.03$ meV, the error coming from four time blocks. The other temperatures follow in the same way:

\begin{center}
\begin{tabular}{ccccc}
$T$ (K) & $\mu^*$ (meV) & $x_A$ & $x_B$ & loop (meV)\\
600 & 1.15 & 0.028 & 0.996 & $-50$, 30\\
700 & 2.27 & 0.050 & 0.990 & $-30$, 30\\
800 & 3.78 & 0.082 & 0.979 & $-20$, 20\\
900 & 5.75 & 0.124 & 0.962 & $-5$, 15\\
1000 & 8.20 & 0.183 & 0.933 & 5, 10
\end{tabular}
\end{center}

The last column gives the outermost grid points at which the two starts still disagree over the last 200 sweeps. An alloy with $x=0.5$ at 900 K separates into a B-rich fraction $(0.5-0.124)/(0.962-0.124)=0.45$ and an A-rich remainder. Equation (\ref{low}) gives 1.06 meV at 600 K, between 7 and 8\% below the integrated value.

The defects at 900 K are $C_{\rm up}=9.7$ and $C_{\rm down}=11.6$ meV. Dividing by $\Delta x=0.838$ puts the jumps about 11.5 meV above and 13.8 meV below $\mu^*$, near 17 and $-8$ meV. These lie between the last disagreeing grid points and their outer neighbours, 20 and $-10$ meV. This agreement is close to automatic. Interpolation puts a step near the middle of its grid interval wherever it occurred. An error $\delta$ in $\phi_A(\mu_0)$, or in the integral outside the loop, raises $C_{\rm up}$ by $\delta$ and lowers $\mu^*$ by $\delta/\Delta x$, so it cancels in the estimated jump position. A closure without a jump does test the references and the integration, at its own temperature. At 1600 K, a control of the lattice model only, the starts differ by at most 0.006 in $x$ and the defects are below 0.1 meV. The critical temperature of the model is thus bracketed only between 1000 and 1600 K.

Summed over the five lower temperatures, the loop width is 260 meV for sweeps 22 to 60 and 205 meV for the last 200 sweeps. The early figure may include ordinary relaxation as well as metastability, so the shrinkage shows only that the flagged range depends on when the runs are observed.

Two comparisons bear on $\mu^*$ itself. From 1000 to 600 K the crossings change $\beta\mu^*$ by $-0.0728$; integrating (\ref{slope}) with the sampled energies gives $-0.0725$. The other comparison uses motion. A slab half A and half B has a free energy independent of interface position when $\phi_A=\phi_B$, so its interfaces should not drift. At 900 K, 160 slabs of 6144 sites were run at five values of $\mu$ within 4 meV of the crossing. A straight line fitted to $dx/d({\rm sweep})$ between sweeps 40 and 100 vanishes at $5.87\pm0.13$ meV, within one standard error of the crossing.

\section{Cost, stability and failure modes}

The work is proportional to sites, replicas and sweeps. The scan has $6\times2\times33=396$ replicas, hence $396\times864\times1000=3.4\times10^8$ site updates. All replicas are independent and can be stored side by side, so that one neighbour lookup serves them all.

For debugging, a periodic cell of $2\times2\times1$ cubic units has 16 sites and $2^{16}$ states. Complete enumeration at 1600 K and $\mu=10$ meV gives $x=0.4784$ and $u=46.25$ meV; sampling gave 0.4779 and 46.30 meV.

The following conditions need attention.
\begin{itemize}
\item \emph{No overlap.} If a branch decays before $\mu^*$, there is no crossing to solve for. At 1000 K the loop spans just two grid points, 5 and 10 meV, which bracket $\mu^*=8.20$ meV. A hotter point may need a finer grid, a larger cell, or a cut moved from 0.5 towards the middle of the gap, which lies at $x=0.56$ at 1000 K.
\item \emph{Integration through a jump.} This adds the defect (\ref{defect}) to the free energy, 9.7 meV for the up run at 900 K, more than $\mu^*$ itself.
\item \emph{Small cells.} If the correlation length approaches the cell size, the branches are ill defined. Here the largest change in $x_A$ or $x_B$ from 864 to 2048 sites is 0.002.
\item \emph{A missing loop.} A weak first-order transition in a small cell may switch freely and show no hysteresis. Absence of a loop then calls for larger cells, not for the verdict that the transition is continuous.
\item \emph{Other phases.} If some $e(n)$ is negative, ordered compounds can appear, and each needs its own branch and reference.
\end{itemize}

\section{Beside a real contact}

The parameters are round values roughly in the regime of gold--nickel, with A gold-like and B nickel-like. The real gap closes at very roughly 1100 K and is also skewed, with gold-rich solid dissolving more. Its peak lies near $x=0.7$, a stronger skew than the model has, so the table is not the gold--nickel diagram. Values of $w$ and $t$ chosen to land near the real gap are effective ones and already absorb part of the size-mismatch and vibrational effects; the estimates below give scales, not corrections to be added to the table. Chips operate far below the tabulated temperatures, which concern annealing.

The largest of the omissions estimated here is misfit strain. In coherent layers with phase fractions $f$ and $1-f$, each layer is strained by $\eta(x_i-\bar x)$. Here $\eta$ is the size of the relative change in lattice constant between pure A and pure B. With $Y$ the biaxial modulus (Young's modulus divided by one minus Poisson's ratio), the energy density $Y\eta^2(x_i-\bar x)^2$ averages to
\begin{equation}
E_{\rm coh}=Y\eta^2\Omega\,f(1-f)(\Delta x)^2
\end{equation}
per atom. Rough values $Y=200$ GPa, $\eta=0.15$, $\Omega=0.014$ nm$^3$ and $f=\tfrac12$ give 69 meV at 900 K. To bound the chemical gain, take a random alloy at the mean composition $x=0.543$. A tetrahedron has 12 ordered corner pairs, each unlike (B, then A) with probability $x(1-x)$; the other two corners give $\langle n-2\rangle=2x-1$. With two tetrahedra per site,
\begin{equation}
u_r=24x(1-x)[w+t(2x-1)]=60.6\ {\rm meV}.
\end{equation}
Subtracting $kT$ times the mixing entropy, 53.5 meV, leaves 7.1 meV. Short-range correlations can only lower this. The separated state has $\phi^*+\mu^*x=-7.95+3.12=-4.8$ meV, so the gain is at most 11.9 meV. Each layer would be strained by about 6\%, where linear elasticity gives only a rough scale. On these values coherent layers in equal parts are not favoured at 900 K. The table itself applies to stress-free, incoherent phases.

Excess vibrational entropy $s$ at $x=\tfrac12$ also matters. In a symmetric mean-field alloy with mixing term $(W-4sT)x(1-x)$, the critical condition is $2kT=W-4sT$, which lowers the critical temperature by the factor $1/(1+2s/k)$. A rough $s=0.2k$ gives 0.71. A uniform pressure of 0.5 GPa with an atomic volume difference of 0.006 nm$^3$ shifts $\mu^*$ by 19 meV in magnitude. If volume is linear in $x$, this shift leaves $x_A$ and $x_B$ unchanged. Magnetism enters below nickel's Curie point, near 630 K; for pure nickel a mean-field spin-$\tfrac12$ estimate, with reduced moment $m=\tanh(mT_C/T)$, Curie point $T_C$ and energy gain $\tfrac12kT_Cm^2$, gives 3.7 meV per atom at 600 K. The loss of spin entropy cancels most of this: the free-energy gain, which is what moves the boundary, is only about 0.1 meV in the same estimate.
